# Separating cutoff and k-mesh errors in a minimum-cost convergence search

## What symmetry fixes

A plane-wave band calculation has two numerical settings: the cutoff $c$, which limits the basis, and the number $n$ of k points along each reciprocal axis. Their joint effect on the energy can be constrained before anything is computed.

Suppose that lowering the cutoff raised the band energy by the same amount at every k point. Every mesh average would rise by that amount, and differences between meshes would not change. The cross-coupling of the two errors must therefore be blind to a constant added to the cutoff error. It must also double when the cutoff error doubles. A natural measure with both properties is the spread of the cutoff error over k, its maximum minus its minimum.

A scaling argument restricts the form of the cheapest compromise. The best division of a tolerance between the two errors is a pure number. It cannot depend on the unit of cutoff or of cost, so the slopes of error and cost can enter it only in unit-free combinations, such as logarithmic derivatives.

## A case small enough for paper

Use atomic units. Take a chain with lattice constant $a$, $g=2\pi/a$, potential $-2v\cos gx$ with $v>0$, and two electrons per cell in the lowest band. Let $t=g^2/2$. A wave of wavenumber $k+G$ has kinetic energy $(k+G)^2/2$, and the potential couples waves whose wavenumbers differ by $g$, with matrix element $-v$.

At $k=0$ the kinetic energies are $0,t,t,\dots$ At $k=g/2$ they are $t/4,t/4,9t/4,\dots$ Choose a low cutoff $c$ between $t/4$ and $t$, and a high cutoff $C$ between $t$ and $9t/4$.

At $k=0$ the low cutoff keeps one wave, of energy $0$. The high cutoff adds $\pm g$. Their even combination couples to the first wave with $-\sqrt2\,v$, so the lowest level satisfies
$$\lambda(\lambda-t)-2v^2=0,\qquad \lambda=-\delta,\qquad \delta=\sqrt{t^2/4+2v^2}-t/2 .$$
At $k=g/2$ both cutoffs keep the same two degenerate waves, with lowest level $t/4-v$.

Let $E(c,n)$ be the energy per cell. Mesh $n=1$ contains $k=0$; mesh $n=2$ contains $k=0$ and $k=g/2$ with equal weights. With a factor two for spin,
$$E(c,1)=0,\qquad E(c,2)=t/4-v,$$
$$E(C,1)=-2\delta,\qquad E(C,2)=t/4-v-\delta .$$

Take $E(C,2)$ as the reference. The cutoff error on the fine mesh is $E(c,2)-E(C,2)=\delta$. The mesh error at the high cutoff is $E(C,1)-E(C,2)=v-t/4-\delta$. Their sum is $v-t/4$, but the error of the cheap run is
$$E(c,1)-E(C,2)=v-t/4+\delta .$$
The missing $\delta$ is the cross-coupling, here as large as the cutoff error itself. The cause is visible: the cutoff error is $2\delta$ at $k=0$ and zero at $k=g/2$, and the coarse mesh sees the first value alone. The spread, $2\delta$, does bound the cross-coupling.

The example also contains a trap. The cheap run has zero error when $t/4-v=\delta$. Put $s=v/t$, move the $-1/2$ across and square:
$$\left(\tfrac34-s\right)^2=\tfrac14+2s^2
\;\Rightarrow\; s^2+\tfrac32s-\tfrac5{16}=0
\;\Rightarrow\; s=\frac{\sqrt{14}-3}{4}.$$
At this coupling the cheap energy agrees with the reference although the cutoff error $\delta$ is not zero. A search that tests the total error alone would accept the accident. The search below adds magnitudes.

## The general split

Consider a filled lowest band, separated from the empty ones, in a fixed periodic potential. Let $e_c(k)$ be its energy at $k$, both spins included, with the basis $|k+G|^2/2\le c$. Let $Q_n$ denote the average over the Gamma-centred $n\times n\times n$ mesh, so that $E(c,n)=Q_n[e_c]$. Let $C$ and $N$ be the largest cutoff and mesh on two finite ladders. Errors are relative to $E(C,N)$.

Define the cutoff error at one k point, $a_c(k)=e_c(k)-e_C(k)$. At fixed $k$ the smaller basis is contained in the larger one. The lowest level is a minimum of the energy over the basis, and a minimum over a smaller space cannot be lower. Hence $a_c(k)\ge0$, and it does not increase with $c$.

Insert $e_c=e_C+a_c$, then add and subtract $Q_N[a_c]$:
$$E(c,n)-E(C,N)=\underbrace{Q_N[a_c]}_{A_N(c)}+\underbrace{(Q_n-Q_N)[e_C]}_{B(n)}+\underbrace{(Q_n-Q_N)[a_c]}_{X(c,n)} .$$
The cross-coupling $X$ is the mesh error of the cutoff error. Written out, it is a difference of four runs:
$$X=E(c,n)-E(c,N)-E(C,n)+E(C,N).$$

Let $S(c)$ be the spread of $a_c$ over all k points in use. The mesh weights are positive and sum to one, so every mesh average of $a_c$ lies between its minimum and its maximum. Two such averages differ by at most $S(c)$, and so $|X(c,n)|\le S(c)$.

## Why the mesh error falls fast, and what spoils it

Expand a periodic band energy as $e(k)=\sum_R e_R\,e^{ik\cdot R}$ over lattice vectors $R$. On the mesh, the average of $e^{ik\cdot R}$ is a product of geometric sums. Each sum equals one if $n$ divides the corresponding integer component of $R$, and zero otherwise. The integral over the zone keeps $R=0$ alone, so
$$Q_n[e]-\langle e\rangle=\sum_{R\ne0,\;R\in n\mathcal L}e_R ,$$
where $\langle e\rangle$ is the zone average and $\mathcal L$ the lattice.

In the complete-basis limit an isolated band is periodic and analytic in $k$. In one dimension, shift the integration path for $e_R$ with $R>0$ from $k$ to $k-i\eta$, inside the strip where $e$ is analytic. The end pieces cancel by periodicity, and the phase gains a factor $e^{-\eta R}$. The coefficients thus fall at least exponentially, and with $R\ge na$ so does the mesh error. The same shift works for each component in three dimensions.

A finite cutoff breaks this argument. As $k$ moves, plane waves cross the sphere $|k+G|^2/2=c$, the basis changes abruptly, and $e_c(k)$ can jump. A mesh test at too low a cutoff then measures these changes of basis as well as the band. The mesh ladder needs a moderate cutoff $c_0$ at which the spread is already small.

## A bound from two ladders

Run the cutoff ladder on one cheap mesh $n_0$ and the mesh ladder at $c_0$. They provide
$$A(c)=Q_{n_0}[a_c],\qquad b(n)=E(c_0,n)-E(c_0,N).$$
For any pair $(c,n)$, start from
$$E(c,n)-E(C,N)=Q_n[a_c]+(Q_n-Q_N)[e_C].$$
Rewrite the first term around the cheap mesh, and use $e_C=e_{c_0}-a_{c_0}$ in the second:
$$Q_n[a_c]=A(c)+(Q_n-Q_{n_0})[a_c],$$
$$(Q_n-Q_N)[e_C]=b(n)-(Q_n-Q_N)[a_{c_0}].$$
Each remaining difference of averages is bounded by a spread. Therefore
$$|E(c,n)-E(C,N)|\le A(c)+S(c)+|b(n)|+S(c_0).$$

Two special cases are sharper. If $n=n_0$, the difference $(Q_n-Q_{n_0})[a_c]$ vanishes and $S(c)$ drops out. If $c=c_0$, the definitions give the identity
$$E(c_0,n)-E(C,N)=b(n)+A_N(c_0),$$
and since $A_N(c_0)\le A(c_0)+S(c_0)$, one spread suffices.

The same runs estimate the expensive corner without computing it:
$$E(C,N)\approx E(C,n_0)+E(c_0,N)-E(c_0,n_0).$$
Substituting $e_C=e_{c_0}-a_{c_0}$ shows that the estimate minus the true value is $(Q_N-Q_{n_0})[a_{c_0}]$, at most $S(c_0)$ in size. In the chain, with $c_0=c$ and $n_0=1$, the estimate is off by $-\delta$: the formula is as good as the spread at $c_0$ is small.

In practice $S$ is sampled on the cheap mesh, whose k-resolved energies are already available. A sampled spread can miss the extremes, so the bound becomes an estimate.

## The search

Model the cost as $W=N_{\rm irr}N_{\rm pw}^{\,g}$, where $N_{\rm irr}$ is the number of symmetry-distinct k points and $N_{\rm pw}$ the mean number of plane waves at the given cutoff, taken on the cheap mesh $n_0$. An iterative solver with a fixed number of bands is represented by $g=1$, dense diagonalization by $g=3$. For a tolerance $\tau$:

1. Run the cutoff ladder on $n_0$. Record $A(c)$ and the sampled $S(c)$.
2. Take as $c_0$ the lowest cutoff with $S(c_0)\le\tau/10$. If there is none, extend the ladder.
3. Run the mesh ladder at $c_0$. Record $b(n)$.
4. For each $n$, find the lowest cutoff with $A(c)+S(c)\le\tau-|b(n)|-S(c_0)$.
5. Of these pairs, take the cheapest. If costs tie, take the smaller bound.

At fixed $n$ the cost rises with the cutoff, so the first cutoff that passes is the cheapest for that mesh. Step 5 then finds the cheapest ladder pair that passes the estimate. A cheaper pair may be accurate enough without passing.

## How to divide the tolerance

A smooth version shows what the search balances. Neglect the cross-coupling and treat $c$ and $n$ as continuous. The number of plane waves grows as the volume of the cutoff sphere, $c^{3/2}$, and, for large $n$, the number of k points as $n^3$. Up to a constant,
$$\ln W=\tfrac{3g}{2}\ln c+3\ln n,\qquad A+|B|=\tau .$$
Define $\eta_A=-d\ln A/d\ln c$ and $\eta_B=-d\ln|B|/d\ln n$. Add $\lambda(A+|B|-\tau)$ to $\ln W$ and differentiate with respect to $\ln c$ and $\ln n$:
$$\tfrac{3g}{2}-\lambda\eta_AA=0,\qquad 3-\lambda\eta_B|B|=0 .$$
Dividing the two conditions gives
$$\frac{A}{|B|}=\frac{3g/(2\eta_A)}{3/\eta_B}.$$
Only logarithmic slopes appear, so the result is free of units, as the scaling argument required. The larger share of the tolerance goes to the error that is more expensive to reduce by a given factor.

For power laws $\eta_A$ and $\eta_B$ are constants, and the division does not depend on $\tau$. For exponentials, $A\propto e^{-\alpha c}$ and $|B|\propto e^{-\beta n}$, they are $\alpha c$ and $\beta n$. To see that the stationary point is then a minimum, let $x=A/\tau$. Since $dc/dx=-1/(\alpha x)$ and $dn/dx=1/[\beta(1-x)]$,
$$\frac{d\ln W}{dx}=-\frac{3g}{2\alpha c\,x}+\frac{3}{\beta n(1-x)} .$$
The derivative of $x\,\alpha c$ is $\alpha c-1$. If $\alpha c>1$, the negative term shrinks as $x$ grows; if $\beta n>1$, the positive term grows by the same reasoning. The slope then changes sign once, from negative to positive.

## A three-dimensional example

The model is a simple cubic crystal with lattice constant 3.0 Å and one Gaussian well per cell, of depth 40 eV and width 0.8 Å. Two non-interacting electrons per cell fill the lowest band. Its one-electron levels span 3.9 eV and lie 5.7 eV below the next band on the $n=4$ mesh. All other energies below count both spins. At a general k point, a separate solution on a real-space Fourier grid gives the same two-electron band energy, $-29.950914$ eV.

The tolerance is 5 meV per cell. The cutoff ladder runs from 40 to 240 eV with top value 300 eV, on the cheap mesh $n_0=4$. Around the decision it reads, in meV:

| $c$ (eV) | $A$ | $S$ sampled | $S$ all k |
|---|---|---|---|
| 120 | 7.24 | 8.31 | 11.45 |
| 140 | 1.83 | 5.17 | 5.17 |
| 160 | 0.571 | 0.278 | 0.543 |
| 180 | 0.207 | 0.175 | 0.201 |

The first sampled spread below 0.5 meV occurs at 160 eV, so $c_0=160$ eV. The mesh ladder there gives $b=253$, $-26.6$, $3.35$ and $-0.48$ meV for $n=2,3,4,5$.

Meshes 2 and 3 fail through $b$ alone. For $n=4$ the room left for the cutoff is $5-3.346-0.278=1.376$ meV. At 160 eV, $A+S=0.848$ meV fits; at 140 eV, $A+S=7.00$ meV does not. The selected pair is 160 eV with $n=4$, for both $g=1$ and $g=3$. Its estimated bound is
$$0.571+0.278+3.346+0.278\approx4.47\ \text{meV}.$$
The full table gives a true error of 3.96 meV relative to the top corner: 0.616 from the cutoff, 3.391 from the mesh and $-0.045$ from the cross-coupling.

The numbers show two weaknesses of this selection. First, the sampled spread at 160 eV is about half the spread over all k points of the ladder meshes, which is the last column of the table. With the latter, the general bound is $0.571+0.543+3.346+0.543\approx5.00$ meV, marginally above the tolerance when more digits are kept. The sharper form for $c=c_0$ settles the matter: $0.571+0.543+3.346=4.46$ meV.

Second, meshes 4 and 5 both have 10 symmetry-distinct points, so they cost the same in this model. The printed selection kept the first pair it met. The tie rule in step 5 chooses $n=5$ instead, with estimated bound $0.571+0.278+0.483+0.278\approx1.61$ meV at no extra cost. By the identity for $c=c_0$, its error is $-0.483+0.616=0.13$ meV. Part of this small value is cancellation, which is why the bound remains the quantity to rely on.

The full table contains a cheaper pair whose three error magnitudes sum to less than 5 meV: 140 eV with $n=5$. The search rejects it because the spread at 140 eV exceeds the tolerance. For $g=1$ the costs are $10\times125.4=1254$ and $10\times103.4=1034$, so caution costs about 21%; for $g=3$ it costs about 78%. In return, the search runs cost 14% of the full table for $g=1$ and 9% for $g=3$. None of the 77 pairs exceeds its sampled bound, a finding for this model and not a guarantee. One pair meets the tolerance only through cancellation: the magnitudes of its cutoff and mesh errors sum to more than 5 meV.

The low-cutoff warning is borne out. At 40 eV the band energy $e_c$ jumps by 0.52 eV, or 0.26 eV per electron, at one of the points where plane waves leave the sphere. Meshes 7 and 8 differ from mesh 10 by up to 23 meV at that cutoff, against 0.012 meV at 300 eV. By the split, nearly all of the 23 meV is cross-coupling. The aliasing sum was also tested: Fourier coefficients taken from the $n=10$ mesh predict an $n=3$ error of $-26.66$ meV, and direct subtraction gives $-26.58$ meV.

Exponential fits to the ladders give $\alpha=0.0600$ per eV and $\beta=1.83$ per mesh step. For $g=1$ the smooth optimum is $c=148$ eV, $n=4.10$, and the rule gives
$$\frac{A}{|B|}=\frac{1.5/(0.0600\times148)}{3/(1.83\times4.10)}\approx0.42,$$
a cutoff share of about 30%. For $g=3$ the share rises to 60%, because plane waves have become more expensive. Both optima lie below the selected 160 eV, mainly because they neglect the spread: without it, 140 eV with $n=5$ would pass, since $A+|b|=1.83+0.48=2.31$ meV. The shares themselves are rough. On these small meshes $N_{\rm irr}$ grows from 4 at $n=2$ to 56 at $n=10$, roughly as $n^{1.7}$, and with that exponent in place of 3 the shares become about 44% and 74%. The mesh fit is also loose: it gives 4.2 meV at $n=4$, where $b$ is 3.35 meV.

## Where the method needs care

The top of each ladder is a reference, not the limit. Here, raising the cutoff from 300 to 450 eV on the $n=2$ mesh changes the energy by less than 0.001 meV, and going from $n=10$ to $n=12$ at $c_0$ changes it by about 0.005 meV. Both are negligible beside 5 meV.

In a self-consistent calculation the potential also depends on both settings, and the total energy is no longer a mesh average of independent band energies. The four-run difference $X$ can still be measured at selected pairs, but it is then a probe and not a bound. In a metal the occupations change with the settings and the Fermi surface removes the analyticity behind the fast mesh convergence, so occupations and smearing need their own test.

If the target is an energy difference between two structures with the same cell and k points, apply the search to the difference of their band energies. The spread argument holds for any function of $k$, but positivity is lost, so $A(c)$ must be replaced by $|A(c)|$. The settings found this way are converged for that difference, and not necessarily for either energy alone.

The numerical output below gives the complete ladders.

## Table of computed values

```
lattice 3.0 A, depth 40.0 eV, width 0.8 A
tolerance 5.0 meV per cell
band width 3.900 eV, gap on n=4 mesh 5.706 eV
Fourier grid -29.950914 eV, plane waves -29.950914 eV
cutoff eV | mean N_pw | A meV | S sampled meV | S all k meV
  40    16.0  1299.4770  3181.7889  3207.6985
  60    28.7   313.7878   165.4451   321.7229
  80    43.8    86.9764    73.0631    91.5543
 100    60.7    25.4390    23.7319    33.5712
 120    80.3     7.2362     8.3067    11.4544
 140   103.4     1.8293     5.1667     5.1667
 160   125.4     0.5708     0.2775     0.5426
 180   147.8     0.2065     0.1747     0.2010
 200   172.9     0.0681     0.0875     0.1035
 220   201.5     0.0212     0.0238     0.0348
 240   227.0     0.0079     0.0229     0.0229
moderate cutoff c0 160 eV
mesh n | irreducible k | b meV | true B meV
 2   4    253.1223    253.2381
 3   4    -26.6465    -26.5772
 4  10      3.3457      3.3909
 5  10     -0.4825     -0.4809
 6  20      0.0638      0.0730
 7  20     -0.0223     -0.0117
 8  35      0.0040      0.0019
g=1: chosen cutoff 160 eV, mesh 4, cost 1254
  bound 4.4714 meV, true error 3.9617 meV
  true parts: cutoff 0.6160, mesh 3.3909, cross -0.0452 meV
  cheapest by full table: 140 eV, mesh 5, cost 1034
  smooth guide: cutoff share 0.297, c 148.1 eV, n 4.10
g=3: chosen cutoff 160 eV, mesh 4, cost 1.971e+07
  bound 4.4714 meV, true error 3.9617 meV
  true parts: cutoff 0.6160, mesh 3.3909, cross -0.0452 meV
  cheapest by full table: 140 eV, mesh 5, cost 1.106e+07
  smooth guide: cutoff share 0.596, c 136.5 eV, n 4.40
fit decay: 0.0600 per eV, 1.8312 per mesh step
pairs 77, above sampled bound 0, passing by cancellation 1
E top corner -28.779066 eV, estimate -28.779021 eV
aliasing n=3: sum -26.662, direct -26.577 meV
jump at sphere crossing, 40 eV: 519.784 meV
  at k = 0.1804 of 2 pi/a along x
mesh scatter n=7,8: 23.4013 meV at 40 eV, 0.0117 at 300 eV
beyond top rungs: cutoff 0.00043, mesh -0.00454 meV
search cost / full table cost, g=1: 0.140
search cost / full table cost, g=3: 0.092
```
